# Berry-phase and Wannier overlaps in the projector augmented-wave method

Take a one-dimensional crystal of period \(a\) with one atom per cell, at \(X\), and one real normalized orbital \(\phi(x)\) that vanishes farther than \(a/2\) from \(X\). Orbitals in different cells do not overlap, so \(\psi_k(x)=\sum_m e^{ikma}\phi(x-ma)\) is a Bloch function normalized on one cell. With \(\psi_k=e^{ikx}u_k\), the overlap of neighbouring periodic parts is

\[
M=\langle u_k|u_{k+b}\rangle=\int\psi_k^*e^{-ibx}\psi_{k+b}\,dx=\int\phi^2e^{-ibx}dx=1-ib\bar x+O(b^2),
\]

where \(\bar x=\int x\phi^2dx\) is the centre of the orbital. The phase of \(M\) therefore measures position.

Now let a smoother function \(\tilde\phi\) replace \(\phi\) within a distance \(r_c\) of the atom and agree with it outside. Adding and subtracting \(\tilde\phi^2\) gives

\[
M=\int\tilde\phi^2e^{-ibx}dx+e^{-ibX}q(b),\qquad q(b)=\int(\phi^2-\tilde\phi^2)e^{-ib(x-X)}dx .
\]

For small \(b\), \(q(b)=q(0)-ibd+O(b^2)\), with \(d=\int(\phi^2-\tilde\phi^2)(x-X)dx\). Comparing the terms linear in \(b\),

\[
\bar x=\int x\tilde\phi^2dx+Xq(0)+d .
\]

The smooth function supplies the first part. The charge it lacks, placed at the nucleus, supplies the second, and the dipole of that missing charge supplies the third. The general formula has the same three parts, with a matrix \(q_{ij}\) in place of \(q\).

**The general overlap.** Let \(\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}\) be the Bloch states of independent electrons, orthonormal on one cell of volume \(\Omega\), with the periodic gauge \(\psi_{n,\mathbf k+\mathbf G}=\psi_{n\mathbf k}\) for reciprocal lattice vectors \(\mathbf G\). Since \(u=e^{-i\mathbf k\cdot\mathbf r}\psi\),

\[
M_{mn}(\mathbf k,\mathbf b)=\langle u_{m\mathbf k}|u_{n,\mathbf k+\mathbf b}\rangle
=\langle\psi_{m\mathbf k}|e^{-i\mathbf b\cdot\mathbf r}|\psi_{n,\mathbf k+\mathbf b}\rangle .
\tag{1}
\]

Under translation by a lattice vector \(\mathbf R\) the integrand acquires \(e^{-i\mathbf k\cdot\mathbf R}e^{-i\mathbf b\cdot\mathbf R}e^{i(\mathbf k+\mathbf b)\cdot\mathbf R}=1\). It is periodic, so any cell may be used, and a sphere cut by a cell face may be integrated whole.

The projector augmented-wave (PAW) method writes \(\psi\) through a smooth function \(\tilde\psi\):

\[
|\psi\rangle=|\tilde\psi\rangle+\sum_{ai}\big(|\phi_i^a\rangle-|\tilde\phi_i^a\rangle\big)c_i^a,\qquad c_i^a=\langle\tilde p_i^a|\tilde\psi\rangle .
\tag{2}
\]

The true and smooth partial waves \(\phi_i^a,\tilde\phi_i^a\) agree outside a sphere about atom \(a\) at \(\mathbf R_a\). The projectors live inside it and satisfy \(\langle\tilde p_i^a|\tilde\phi_j^a\rangle=\delta_{ij}\). The spheres must not overlap.

Consider one sphere and drop the label \(a\). Let \(A=e^{-i\mathbf b\cdot\mathbf r}\), and let a prime mark quantities of the state at \(\mathbf k+\mathbf b\). Define

\[
\Delta=\sum_i(\phi_i-\tilde\phi_i)c_i,\qquad \chi=\sum_i\tilde\phi_ic_i,\qquad \delta=\tilde\psi-\chi .
\]

Here \(\delta\) is the part of \(\tilde\psi\) in the sphere that the partial waves miss. Since \(\psi=\tilde\psi+\Delta\), the difference between true and smooth integrals over the sphere is

\[
\langle\psi|A|\psi'\rangle-\langle\tilde\psi|A|\tilde\psi'\rangle
=\langle\tilde\psi|A|\Delta'\rangle+\langle\Delta|A|\tilde\psi'\rangle+\langle\Delta|A|\Delta'\rangle .
\]

Inserting \(\tilde\psi=\chi+\delta\) on the right gives

\[
\big[\langle\chi|A|\Delta'\rangle+\langle\Delta|A|\chi'\rangle+\langle\Delta|A|\Delta'\rangle\big]
+\big[\langle\delta|A|\Delta'\rangle+\langle\Delta|A|\delta'\rangle\big].
\tag{3}
\]

The first bracket equals \(\langle\chi+\Delta|A|\chi'+\Delta'\rangle-\langle\chi|A|\chi'\rangle\). Because \(\chi+\Delta=\sum_i\phi_ic_i\), it is

\[
\sum_{ij}c_i^*c_j'\big[\langle\phi_i|A|\phi_j\rangle-\langle\tilde\phi_i|A|\tilde\phi_j\rangle\big].
\]

The second bracket is the remainder. It vanishes if the partial waves are complete for the states in question, \(\delta=\delta'=0\). For a finite set it is of first order in \(\delta\), but weighted by \(\Delta\), which goes to zero at the sphere's edge.

Finally, writing \(e^{-i\mathbf b\cdot\mathbf r}=e^{-i\mathbf b\cdot\mathbf R_a}e^{-i\mathbf b\cdot(\mathbf r-\mathbf R_a)}\) separates the atom's position from its shape. Outside the spheres \(\psi=\tilde\psi\), so the smooth integral extends over the whole cell, and with a complete expansion

\[
M_{mn}(\mathbf k,\mathbf b)=\langle\tilde\psi_{m\mathbf k}|e^{-i\mathbf b\cdot\mathbf r}|\tilde\psi_{n,\mathbf k+\mathbf b}\rangle
+\sum_{aij}c^{a*}_{mi}(\mathbf k)\,e^{-i\mathbf b\cdot\mathbf R_a}q^a_{ij}(\mathbf b)\,c^a_{nj}(\mathbf k+\mathbf b),
\tag{4}
\]

\[
q^a_{ij}(\mathbf b)=\int\big(\phi_i^{a*}\phi_j^a-\tilde\phi_i^{a*}\tilde\phi_j^a\big)e^{-i\mathbf b\cdot(\mathbf r-\mathbf R_a)}d^3r .
\tag{5}
\]

For real partial waves the stars in (5) may be dropped. If the exponential in (5) is instead written with the absolute coordinate \(\mathbf r\), the factor \(e^{-i\mathbf b\cdot\mathbf R_a}\) is already inside \(q\) and must not appear again in (4). The matrix \(q\) does not depend on \(\mathbf k\), so it is needed once for each \(\mathbf b\).

**Evaluating the augmentation.** Let \(\mathbf s=\mathbf r-\mathbf R_a\), \(\phi_i=f_i(s)Y_i(\hat{\mathbf s})\) and \(\tilde\phi_i=\tilde f_i(s)Y_i(\hat{\mathbf s})\), with real radial functions. The plane-wave expansion

\[
e^{-i\mathbf b\cdot\mathbf s}=4\pi\sum_{LM}(-i)^Lj_L(bs)\,Y_{LM}^*(\hat{\mathbf b})\,Y_{LM}(\hat{\mathbf s})
\]

turns (5) into a sum of angular constants times radial integrals:

\[
q_{ij}(\mathbf b)=4\pi\sum_{LM}(-i)^LY_{LM}^*(\hat{\mathbf b})\,\langle Y_i|Y_{LM}|Y_j\rangle\int_0^{r_c}(f_if_j-\tilde f_i\tilde f_j)\,j_L(bs)\,s^2ds .
\tag{6}
\]

The angular integral vanishes unless \(|l_i-l_j|\le L\le l_i+l_j\), so the sum is finite. For an s and a p\(_z\) wave only \(L=1\), \(M=0\) survives. Its angular integral is \(1/\sqrt{4\pi}\), and \(Y_{10}(\hat{\mathbf b})=\sqrt{3/4\pi}\,\hat b_z\), so the prefactor is \(4\pi(-i)\sqrt{3/4\pi}\,\hat b_z/\sqrt{4\pi}=-i\sqrt3\,\hat b_z\). This element is imaginary and starts linearly in \(b\): it is a dipole.

In general,

\[
q_{ij}(\mathbf b)=q_{ij}(0)-i\mathbf b\cdot\mathbf d_{ij}+O(b^2),\qquad
\mathbf d_{ij}=\int(\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j)(\mathbf r-\mathbf R_a)d^3r .
\tag{7}
\]

At \(\mathbf b=0\), (4) becomes the PAW orthonormality condition

\[
\langle\tilde\psi_m|\tilde\psi_n\rangle+\sum_{aij}c_{mi}^{a*}q_{ij}^a(0)c_{nj}^a=\delta_{mn}.
\tag{8}
\]

**Berry phase.** Take a string of \(N\) points with spacing \(b=2\pi/(Na)\), and first one dimension. The occupied bands must be separated from the empty ones by a gap at every \(k\), so that they form a smooth set. Define

\[
\varphi=-\,\mathrm{Im}\ln\prod_k\det M(k,b).
\tag{9}
\]

The last link leads to \(k_0+2\pi/a\). By the periodic gauge its right-hand state is \(\psi_{k_0}\), with the projections already computed at \(k_0\), and (4) applies with the same \(b\). If the occupied states at each \(k\) are mixed by a unitary matrix \(U_k\), then \(M\to U_k^\dagger MU_{k+b}\). Each \(\det U_k\) enters the closed product once together with its conjugate, so \(\varphi\) is unchanged, modulo \(2\pi\).

In a gauge smooth in \(k\), \(M=1-ibA+O(b^2)\), with \(A_{mn}=i\langle u_m|\partial_ku_n\rangle\). Since \(\ln\det M=\mathrm{tr}\ln M\), each link contributes \(b\,\mathrm{tr}A\) to \(\varphi\) at leading order, and \(\varphi\to\int\mathrm{tr}A\,dk\) over the Brillouin zone.

To see that this is a position, define the Wannier function \(w_n=(a/2\pi)\int\psi_{nk}dk\). Using \(xe^{ikx}=-i\partial_ke^{ikx}\) and integrating by parts, with no boundary term because \(\psi_{nk}\) is periodic in \(k\),

\[
xw_n=\frac a{2\pi}\int e^{ikx}\,i\partial_ku_{nk}\,dk .
\]

Over all space, Bloch functions at \(k\) and \(k'\) have inner product \((2\pi/a)\delta(k-k')\) times their cell integral. Hence

\[
\bar x_n=\langle w_n|x|w_n\rangle=\frac a{2\pi}\int A_{nn}dk,\qquad
\langle x^2\rangle_n=\|xw_n\|^2=\frac a{2\pi}\int\langle\partial_ku_n|\partial_ku_n\rangle dk .
\tag{10}
\]

Therefore \(\sum_n\bar x_n=a\varphi/2\pi\) modulo \(a\). With two electrons per band, ion charges \(Z_ae\) at \(X_a\) and \(e>0\), the polarization is

\[
P=\frac ea\Big[\sum_aZ_aX_a-2\sum_n\bar x_n\Big]\quad\text{modulo }2e
\tag{11}
\]

for fixed choices of the ion positions. The charge \(Z_a\) includes any frozen core, taken as centred on its nucleus. In three dimensions let \(\varphi_\alpha\) be the phase along reciprocal vector \(\mathbf G_\alpha\), averaged over parallel strings on a continuous branch. As \(\mathbf G_\alpha\cdot\mathbf a_\beta=2\pi\delta_{\alpha\beta}\), the electronic part is \(-(2e/\Omega)\sum_\alpha(\varphi_\alpha/2\pi)\mathbf a_\alpha\).

**Individual Wannier functions.** A chosen gauge \(U_k\) changes \(M\) to \(U_k^\dagger MU_{k+b}\), after which its diagonal gives centres and spreads. Differentiating \(\langle u|u\rangle=1\) twice gives \(\mathrm{Re}\langle u|\partial_k^2u\rangle=-\langle\partial_ku|\partial_ku\rangle\). Expanding \(u_{k+b}\) to second order then yields

\[
|M_{nn}|^2=1-b^2\langle\partial_ku_n|\partial_ku_n\rangle+b^2A_{nn}^2+O(b^3),\qquad
\mathrm{Im}\ln M_{nn}=-bA_{nn}+O(b^2),
\]

and on the mesh (10) becomes

\[
\bar x_n\simeq-\frac1{Nb}\sum_k\mathrm{Im}\ln M_{nn},\qquad
\langle x^2\rangle_n\simeq\frac1{Nb^2}\sum_k\big[1-|M_{nn}|^2+(\mathrm{Im}\ln M_{nn})^2\big].
\tag{12}
\]

The mesh error is of order \(b^2\). Seen from the midpoint of a link, reversing \(b\) turns \(M\) into \(M^\dagger\), so the phase is odd in \(b\) and the modulus even. The first correction is thus two powers of \(b\) beyond the leading term. The same holds for \(\det M\).

**What is lost with \(q(0)\).** Suppose \(q(b)\) is replaced by \(q(0)\) while \(e^{-ibX_a}\) is kept. By (7), each link loses \(-ibD+O(b^2)\), where \(D_{mn}=\sum_{aij}c_{mi}^{a*}d_{ij}^ac_{nj}^a\). As \(M=1+O(b)\) in a smooth gauge, \(\ln\det M\) loses \(-ib\,\mathrm{tr}D\), and \(\varphi\) loses \(b\sum_k\mathrm{tr}D\). Multiplying by \(a/2\pi=1/(Nb)\),

\[
\sum_n\bar x_n^{\,q(0)}-\sum_n\bar x_n\to-\frac1N\sum_k\mathrm{tr}D(k).
\tag{13}
\]

The error per link shrinks as \(b\), but the number of links grows as \(1/b\). A denser mesh does not remove it.

**A model crystal.** In Hartree atomic units let \(a=5\) bohr, \(X_A=1.3\) and \(X_B=3.0\) bohr. The potential is the sum of \(0.5\sin[2\pi(x-2.15)/5]\) Ha and, in every cell, Gaussian wells \(-V_a\exp[-(x-X_a)^2/(2\cdot0.15^2)]\) with \(V_A=6\) and \(V_B=5\) Ha. Two bands are doubly occupied; a gap of 1.18 Ha lies above them. Diagonalization in 241 plane waves gives reference states, called all-electron below.

For PAW each sphere has radius 0.8 bohr and four partial waves: two independent solutions of the Schrödinger equation at each of the energies \(-1.9071\) and \(-0.6779\) Ha, the two lowest levels at \(k=\pi/2a\). Their smooth partners are polynomials of degree seven, matched in value and three derivatives at both ends. The projectors are combinations of these polynomials times the window \((1-t^2)^2\), with \(t=(x-X_a)/r_c\). The Hamiltonian transformed by (2) is diagonalized in 41 plane waves, and the occupied states are orthonormalized with (8). The gauge is the unitary mixing that brings the states closest to Gaussians of width 0.25 bohr on the two atoms, which gives one Wannier function for each.

For \(N=32\), \(b=2\pi/160=0.03927\) bohr\(^{-1}\). On the link starting at \(k=-\pi/a\), (4) gives

\[
\begin{aligned}
M_{AA}&=(0.71887-0.03517i)+(0.27981-0.01424i)=0.99868-0.04942i,\\
M_{AB}&=(0.00690-0.00084i)+(-0.00691-0.00018i)=-0.00001-0.00102i,\\
M_{BB}&=(0.78607-0.09305i)+(0.20689-0.02444i)=0.99296-0.11750i,
\end{aligned}
\]

with the smooth part first and the augmentation second. Over all links no element differs from its all-electron value by more than \(2\times10^{-8}\). Part of this agreement is built in: orthonormalizing with (8) makes (4) tend to the unit matrix as \(b\to0\), as the true overlap does. The remainder in (3) itself reaches \(2.6\times10^{-6}\) for these states, and without that orthonormalization the error of \(M\) is of this size. The value depends on the projectors: with the window \(\cos^4(\pi t/2)\) it is \(3\times10^{-7}\). The bands are narrow and lie within 0.02 Ha of a reference energy, which favours a small \(\delta\); with the reference energies raised by 1 Ha the remainder grows about a hundredfold. For random normalized combinations of the same 41 plane waves, the remainder in (3) is typically of order \(10^{-3}\), reaching about \(7\times10^{-3}\) for the worst of 400 draws with the window \((1-t^2)^2\).

The phase of \(M_{AA}\) is \(-\arctan(0.04942/0.99868)=-0.04944\), so this link alone puts the centre at \(0.04944/0.03927=1.259\) bohr. Averaging over all links gives \(\bar x_A=1.2535\) and \(\bar x_B=3.0096\) bohr. Integrating \(x|w_n|^2\) in real space, with Wannier functions built from the all-electron states, gives the same values to these digits. The spreads \(\langle x^2\rangle-\bar x^2\) from (12) are 0.15961 and 0.28351 bohr\(^2\), against 0.15965 and 0.28365 bohr\(^2\) in real space.

In this gauge centre A lies 0.0465 bohr to the left of its atom, and centre B lies 0.0096 bohr to the right of its own. The individual centres depend on the gauge (in the maximally localized one the offsets are 0.0471 and 0.0101 bohr); only their sum does not.

The Berry phase gives \(\sum_n\bar x_n=4.26305\) bohr. With \(Z_A=Z_B=2\), (11) yields

\[
P=\frac{2(1.3+3.0)-2(4.26305)}5\,e=0.0148\,e\quad\text{modulo }2e .
\]

The all-electron sum differs from the real-space value by \(1.49\times10^{-4}\), \(3.76\times10^{-5}\) and \(9.4\times10^{-6}\) bohr for \(N=8\), 16 and 32. Each halving of \(b\) divides the error by about four.

With \(q(0)\) in place of \(q(b)\) the sum of centres shifts by \(+0.00209\), \(+0.00208\) and \(+0.00208\) bohr on the same three meshes. The mean of \(\mathrm{tr}D\) is \(-0.00208\) bohr, as (13) requires. The polarization changes by \(-2(0.00208)/5\,e=-0.0008\,e\), about 6% of the value on this branch. Without any augmentation the shift is \(-0.0136\) bohr, or \(+0.0054\,e\) in \(P\), about 37%. These percentages belong to this model; the dipole \(\mathbf d_{ij}\) depends on the partial waves and the sphere radius.
